# Thick-Film Limit of Fuchs-Sondheimer Resistivity for Interconnect Metals: verification in Python

```python
"""
Result under test: a film of thickness d, bulk mean free path lam and surface
specularity p has, for d >> lam, the fractional resistivity increase
    a = 3*lam*(1-p)/(8*d)
to first order, and a/(1-a) up to exponentially small terms.
Symbols: kappa = d/lam; mu = cosine between velocity and film normal;
g = drift response of an electron divided by its bulk value;
deficit = 1 - sigma_film/sigma_bulk; rho0 = bulk resistivity.
Model: spherical Fermi surface, isotropic relaxation time, in-plane current.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid

nodes, weights = np.polynomial.legendre.leggauss(60)
MU = 0.5 * (nodes + 1.0)
W = 0.5 * weights
# depth in units of d, refined near both surfaces
Z = 0.5 * (1.0 - np.cos(np.linspace(0.0, np.pi, 4001)))


def boltzmann_film(kappa, p_bottom, p_top):
    """March (mu/kappa) dg/dz + g = 1 numerically; return sigma ratio, current profile."""
    source = np.zeros((Z.size, MU.size))   # solution starting from g = 0
    decay = np.ones((Z.size, MU.size))     # response to the starting value
    for i, step in enumerate(np.diff(Z)):
        x = 0.5 * step * kappa / MU
        source[i + 1] = (source[i] * (1 - x) + 2 * x) / (1 + x)
        decay[i + 1] = decay[i] * (1 - x) / (1 + x)
    start_up = np.zeros(MU.size)
    start_down = np.zeros(MU.size)
    for _ in range(500):                   # successive surface reflections
        end_up = source[-1] + decay[-1] * start_up
        end_down = source[-1] + decay[-1] * start_down
        start_up, start_down = p_bottom * end_down, p_top * end_up
    up = source + decay * start_up
    down = (source + decay * start_down)[::-1]
    current = 0.75 * (up + down) @ (W * (1 - MU**2))
    return trapezoid(current, Z), current


def full_deficit(kappa, p):
    """Fuchs-Sondheimer conductivity deficit by quadrature."""
    def integrand(mu):
        e = np.exp(-kappa / mu)
        return mu * (1 - mu**2) * (1 - e) / (1 - p * e)
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1.5 * (1 - p) / kappa * value


def full_increase(kappa, p):
    deficit = full_deficit(kappa, p)
    return deficit / (1 - deficit)


def linear_law(kappa, p):
    return 3 * (1 - p) / (8 * kappa)


def remainder_bound(kappa, p):
    e = np.exp(-kappa)
    return 3 * (1 - p)**2 * e / (kappa**3 * (1 - p * e))


# Fuchs-Sondheimer integral against the marched Boltzmann equation
print("Conductivity ratio: marched Boltzmann equation, Fuchs-Sondheimer integral")
worst = 0.0
for kappa in (0.5, 1.0, 3.0, 10.0):
    for p in (0.0, 0.2, 0.8, 1.0):
        marched = boltzmann_film(kappa, p, p)[0]
        integral = 1 - full_deficit(kappa, p)
        worst = max(worst, abs(marched - integral))
        if p == 0.2:
            print(f"  d/lam = {kappa:4.1f}, p = {p}: {marched:.6f}, {integral:.6f}")
assert worst < 1e-6
print(f"  largest difference over 16 cases (p = 0 to 1): {worst:.1e}")

# exponentially small remainder: sign and upper bound
for kappa in (1.0, 3.0, 6.0, 10.0):
    for p in (0.0, 0.2, 0.8):
        r = linear_law(kappa, p) - full_deficit(kappa, p)
        assert -1e-13 < r < remainder_bound(kappa, p) + 1e-13
r3 = linear_law(3.0, 0.2) - full_deficit(3.0, 0.2)
print(f"Remainder r at d/lam = 3, p = 0.2: {r3:.2e}, bound {remainder_bound(3.0, 0.2):.2e}")

# current at the surface of a thick film
for p in (0.0, 0.2, 0.8):
    profile = boltzmann_film(20.0, p, p)[1]
    assert abs(profile[0] - (1 + p) / 2) < 1e-6
    if p == 0.2:
        print(f"Surface current / bulk current, d/lam = 20, p = 0.2: {profile[0]:.4f}")
        print(f"Mid-film current / bulk current, same film: {profile[Z.size // 2]:.6f}")

# unequal surfaces, and specularity that depends on angle
deficit_unequal = 1 - boltzmann_film(10.0, 0.0, 0.6)[0]
assert abs(deficit_unequal - linear_law(10.0, 0.3)) < 1e-6
print(f"Deficit, d/lam = 10, p1 = 0, p2 = 0.6: {deficit_unequal:.6f}"
      f"; law with mean p: {linear_law(10.0, 0.3):.6f}")
p_eff = 4 * quad(lambda mu: mu * (1 - mu**2) * (1 - mu), 0, 1)[0]
deficit_angle = 1 - boltzmann_film(10.0, 1 - MU, 1 - MU)[0]
assert abs(deficit_angle - linear_law(10.0, p_eff)) < 1e-6
print(f"Effective p for p(mu) = 1 - mu: {p_eff:.4f}")
print(f"Deficit, d/lam = 10, p(mu) = 1 - mu: {deficit_angle:.6f}"
      f"; law with effective p: {linear_law(10.0, p_eff):.6f}")

# worked example: free-electron model metal
density = 8e28      # electrons per m^3
rho0 = 20e-9        # ohm m
p = 0.2
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho_lam = const.hbar * k_fermi / (density * const.e**2)
lam = rho_lam / rho0
# bulk conductivity from the Fermi-surface integral with this mean free path
angular = dblquad(lambda th, ph: np.sin(th)**3 * np.cos(ph)**2,
                  0, 2 * np.pi, 0, np.pi)[0]
sigma_surface = const.e**2 * lam * k_fermi**2 * angular / (4 * np.pi**3 * const.hbar)
assert abs(sigma_surface * rho0 - 1) < 1e-9
print(f"Model: n = {density:.1e} m^-3, rho0 = {rho0*1e9:.1f} nOhm m, p = {p}")
print(f"Fermi wavevector: {k_fermi*1e-9:.3f} nm^-1")
print(f"rho0*lam: {rho_lam*1e16:.3f} x 1e-16 Ohm m^2")
print(f"Mean free path: {lam*1e9:.2f} nm")
print(f"rho0 from Fermi-surface integral: {1e9/sigma_surface:.4f} nOhm m")

print("d (nm), d/lam, increase in %: linear a, a/(1-a), full; full rho (nOhm m);"
      " shortfall of linear law (%)")
for d_nm in (20, 50, 100, 200, 400, 800):
    kappa = d_nm * 1e-9 / lam
    a = linear_law(kappa, p)
    full = full_increase(kappa, p)
    shortfall = 1 - a / full
    if kappa > 2:
        assert abs(full - a / (1 - a)) <= remainder_bound(kappa, p) / (1 - a)**2 + 1e-12
    if kappa > 5:
        assert abs(shortfall - a) < 1e-3
    print(f"  {d_nm:4d} {kappa:7.3f} {100*a:8.3f} {100*a/(1-a):8.3f} {100*full:8.3f}"
          f" {rho0*1e9*(1+full):8.3f} {100*shortfall:7.2f}")

target = 0.05
d_target = 3 * lam * (1 - p) / (8 * target)
kappa = d_target / lam
shortfall = 1 - linear_law(kappa, p) / full_increase(kappa, p)
assert abs(shortfall - target) < 1e-3
print(f"Thickness for 5% shortfall: {d_target*1e9:.1f} nm = {kappa:.2f} lam;"
      f" shortfall from full theory: {100*shortfall:.2f} %")

# absolute increment for two bulk resistivities with the same electron density
d = 800e-9
increments = []
for rho_bulk in (rho0, rho0 / 2):
    lam_bulk = rho_lam / rho_bulk
    increments.append(rho_bulk * full_increase(d / lam_bulk, p))
    print(f"d = 800 nm, rho0 = {rho_bulk*1e9:.1f} nOhm m, lam = {lam_bulk*1e9:.2f} nm:"
          f" full increment {increments[-1]*1e9:.4f} nOhm m")
leading = 3 * rho_lam * (1 - p) / (8 * d)
print(f"Leading-order increment for both: {leading*1e9:.4f} nOhm m")
assert abs(increments[1] / increments[0] - 1) < linear_law(d * rho0 / (2 * rho_lam), p)

print("OK")
```

Running it gives:

```
Conductivity ratio: marched Boltzmann equation, Fuchs-Sondheimer integral
  d/lam =  0.5, p = 0.2: 0.590620, 0.590620
  d/lam =  1.0, p = 0.2: 0.739451, 0.739451
  d/lam =  3.0, p = 0.2: 0.900718, 0.900718
  d/lam = 10.0, p = 0.2: 0.970000, 0.970000
  largest difference over 16 cases (p = 0 to 1): 2.8e-09
Remainder r at d/lam = 3, p = 0.2: 7.18e-04, bound 3.58e-03
Surface current / bulk current, d/lam = 20, p = 0.2: 0.6000
Mid-film current / bulk current, same film: 0.999999
Deficit, d/lam = 10, p1 = 0, p2 = 0.6: 0.026250; law with mean p: 0.026250
Effective p for p(mu) = 1 - mu: 0.4667
Deficit, d/lam = 10, p(mu) = 1 - mu: 0.020000; law with effective p: 0.020000
Model: n = 8.0e+28 m^-3, rho0 = 20.0 nOhm m, p = 0.2
Fermi wavevector: 13.330 nm^-1
rho0*lam: 6.845 x 1e-16 Ohm m^2
Mean free path: 34.23 nm
rho0 from Fermi-surface integral: 20.0000 nOhm m
d (nm), d/lam, increase in %: linear a, a/(1-a), full; full rho (nOhm m); shortfall of linear law (%)
    20   0.584   51.341  105.511   59.806   31.961   14.15
    50   1.461   20.536   25.844   23.815   24.763   13.77
   100   2.922   10.268   11.443   11.342   22.268    9.46
   200   5.843    5.134    5.412    5.411   21.082    5.11
   400  11.687    2.567    2.635    2.635   20.527    2.57
   800  23.373    1.284    1.300    1.300   20.260    1.28
Thickness for 5% shortfall: 205.4 nm = 6.00 lam; shortfall from full theory: 4.98 %
d = 800 nm, rho0 = 20.0 nOhm m, lam = 34.23 nm: full increment 0.2600 nOhm m
d = 800 nm, rho0 = 10.0 nOhm m, lam = 68.45 nm: full increment 0.2635 nOhm m
Leading-order increment for both: 0.2567 nOhm m
OK
```
